\section*{Wannier excitons from linear response of a screened range-separated hybrid, part 2}

We seek the binding energy of an exciton in a crystal described by a hybrid functional, measured from the eigenvalue gap $E_g$. Hartree atomic units are used, and the excitations are singlets. The Fock operator is $\Sigma=-w\gamma$, where $\gamma$ is the density matrix of one spin and
\begin{equation}
w(r)=\frac{\alpha+\beta\,\mathrm{erf}(\omega r)}{r},\qquad \alpha+\beta=\frac1\epsilon .
\label{eq:w}
\end{equation}
Here $\epsilon$ is the static dielectric constant with the nuclei held fixed. At small wave vector
\begin{equation}
w(q)=\frac{4\pi}{q^2}\left[\alpha+\beta e^{-q^2/4\omega^2}\right]
=\frac{4\pi}{\epsilon q^2}-\frac{\pi\beta}{\omega^2}+O(q^2).
\label{eq:wq}
\end{equation}
The transform of $\mathrm{erfc}(\omega r)/r$ tends to $\pi/\omega^2$ as $q\to0$.

The excitation energies $\Omega$ follow from
\begin{equation}
\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}X\\Y\end{pmatrix}.
\label{eq:casida}
\end{equation}
The amplitudes $X_{cv}$ and $Y_{cv}$ multiply $|c\rangle\langle v|$ and $|v\rangle\langle c|$ in the change of $\gamma$, with $c$ empty and $v$ occupied. The block $B$ couples $X$ to $Y$, and the resonant block is
\begin{align}
A_{cv,c'v'}={}&(\varepsilon_c-\varepsilon_v)\delta_{cc'}\delta_{vv'}
+2\iint c^*(\mathbf r)v(\mathbf r)\,K(\mathbf r,\mathbf s)\,c'(\mathbf s)v'^*(\mathbf s)\,d\mathbf r\,d\mathbf s\nonumber\\
&-\iint c^*(\mathbf r)c'(\mathbf r)\,w(|\mathbf r-\mathbf s|)\,v'^*(\mathbf s)v(\mathbf s)\,d\mathbf r\,d\mathbf s .
\label{eq:A}
\end{align}
The kernel $K$ is Hartree plus semilocal; the last line is the attraction. A constant added to $w$ raises the gap and the attraction equally and leaves every $\Omega$ unchanged. A ten-site chain, listed among the computed values, checks this and the matrix.

The lattice example is cubic, with lattice constant $d$ and orbitals $v$ (occupied) and $c$ (empty) in each cell. There $w$ depends on the cells alone, with a finite value $w(0)$ in one cell, and the Hartree term sees only the total charge of each cell. Without hopping,
\begin{equation}
E_g = \Delta_0 + w(0) ,
\label{eq:flatgap}
\end{equation}
where $\Delta_0$ is the level splitting without Fock exchange. Hopping within the bands, with strengths $t_c$ and $t_v$, gives
\begin{align}
\varepsilon_c(\mathbf k) &= \varepsilon_c(0) + 2t_c\sum_{i}(1-\cos k_i d),\\
\varepsilon_v(\mathbf k) &= \varepsilon_v(0) - 2t_v\sum_{i}(1-\cos k_i d),
\end{align}
where $i$ runs over $x,y,z$.

\subsection{Pairs of Bloch states}

Assume one valence and one conduction band, each nondegenerate at its edge, with a direct gap and isotropic masses. Measure $\mathbf k$ from the band edge. In a crystal of volume $V$ the orbitals are $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)$, up to the common factor of the band-edge wave vector, which cancels in the products below. An exciton with zero total momentum has amplitudes $A_{\mathbf k}$ (one index, not to be confused with the matrix $A$).

With $\mathbf q=\mathbf k-\mathbf k'$, expand the periodic products as
\begin{equation}
u^*_{c\mathbf k}u_{c\mathbf k'}=\sum_{\mathbf G}C_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
u^*_{v\mathbf k'}u_{v\mathbf k}=\sum_{\mathbf G}D_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
In the attraction set $\mathbf r=\mathbf s+\mathbf x$. The integral over $\mathbf x$ gives $w(|\mathbf q-\mathbf G|)$; that over $\mathbf s$ gives $V$ when the two reciprocal vectors cancel, and zero otherwise. The matrix element is
\begin{equation}
-\frac1V\sum_{\mathbf G}w(|\mathbf q-\mathbf G|)\,C_{\mathbf G}D_{-\mathbf G}.
\label{eq:bloch}
\end{equation}

For $\mathbf G=0$ the coefficients are the overlaps $\langle u_{c\mathbf k}|u_{c\mathbf k'}\rangle$ and $\langle u_{v\mathbf k'}|u_{v\mathbf k}\rangle$, which equal one at $\mathbf k=\mathbf k'$. Their linear terms are imaginary, and a phase of each orbital linear in $\mathbf k$ removes them at the band edge. Corrections then begin at second order in the wave vectors. The terms with $\mathbf G\ne0$ stay finite as $\mathbf q\to0$.

\subsection{The envelope equation}

An exciton of radius $a$ has amplitudes concentrated at $k\lesssim1/a$. If $a$ is large against $d$ and $1/\omega$, the leading terms are
\begin{equation}
\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k}\simeq E_g+\frac{k^2}{2\mu},\qquad
w(q)\simeq\frac{4\pi}{\epsilon q^2},\qquad C_0D_0\simeq1 .
\end{equation}
Drop $B$ and the $K$ term for now; their size is found below. Then
\begin{equation}
\frac{k^2}{2\mu}A_{\mathbf k}-\frac1V\sum_{\mathbf k'}\frac{4\pi}{\epsilon|\mathbf k-\mathbf k'|^2}A_{\mathbf k'}=(\Omega-E_g)A_{\mathbf k}.
\end{equation}
Define the envelope $F(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, which is normalized if $\sum|A_{\mathbf k}|^2=1$. Multiply by $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ and sum over $\mathbf k$. In the second term write $\mathbf k=\mathbf k'+\mathbf q$: the sum over $\mathbf q$ restores $1/(\epsilon r)$ and the sum over $\mathbf k'$ restores $F$. The result is
\begin{equation}
\left[-\frac{\nabla^2}{2\mu}-\frac1{\epsilon r}\right]F(\mathbf r)=(\Omega-E_g)F(\mathbf r).
\label{eq:wannier}
\end{equation}
Both $E_g$ and $\mu$ come from the bands of the hybrid, so the Fock operator affects them too.

With $r=a\rho$ and $a=\epsilon/\mu$, both terms on the left scale as $\mu/\epsilon^2$. For an $s$ state set $F\propto p(\rho)e^{-\kappa\rho}/\rho$ and $\Omega-E_g=-(\mu/\epsilon^2)\kappa^2/2$. Then
\begin{equation}
p''-2\kappa p'+\frac{2}{\rho}p=0 .
\end{equation}
For $p=\sum_{j\ge1}b_j\rho^j$ the power $\rho^{j-1}$ gives $j(j+1)b_{j+1}=2(\kappa j-1)b_j$. An endless series grows like $e^{2\kappa\rho}$ and cannot be normalized. It ends at $j=n$ if $\kappa=1/n$, so the binding energies are
\begin{equation}
E_b(n)=\frac{\mu}{2\epsilon^2n^2},\qquad n=1,2,\dots
\label{eq:rydberg}
\end{equation}
The lowest state is $F=e^{-r/a}/\sqrt{\pi a^3}$, with $E_b=1/(2\epsilon a)$.

\subsection{Short-range corrections}

The attraction $-w$ differs from $-1/(\epsilon r)$ by $+\beta\,\mathrm{erfc}(\omega r)/r$. For $\omega a\gg1$ the envelope is nearly constant over this range. The volume integral of $\mathrm{erfc}(\omega r)/r$ is $\pi/\omega^2$, the $q\to0$ limit found above. First-order perturbation theory gives the energy shift
\begin{equation}
\delta\Omega\simeq\beta\,\frac{\pi}{\omega^2}|F(0)|^2=\frac{\beta}{\omega^2a^3}.
\label{eq:contact}
\end{equation}
A negative $\beta$ means more exchange at short range than $1/\epsilon$, and hence stronger binding. For $\mu=0.02$, $\epsilon=6$, $\beta=-0.0833$ and $\omega=0.2$ bohr$^{-1}$ the formula gives $-77.2$ nHa and a radial solution on a fine grid $-75.7$ nHa.

The kernel $K$ has a similar effect. At zero total momentum the product $u^*_{c\mathbf k}u_{v\mathbf k}$ has zero cell average by orthogonality. Its other Fourier components give a matrix element $J/V$ that is nearly constant near the band edge, where $J$ is assumed finite. The first-order shift is
\begin{equation}
\frac JV\sum_{\mathbf k\mathbf k'}A^*_{\mathbf k}A_{\mathbf k'}=J|F(0)|^2=\frac{J}{\pi a^3}.
\end{equation}
At a small total momentum $\mathbf Q$ the cell average is linear in $\mathbf Q$. Multiplied by its conjugate and by $4\pi/Q^2$, it leaves a finite term that depends on direction. This term vanishes if $\mathbf Q$ is perpendicular to the transition dipole. The shift $J/(\pi a^3)$ is therefore that of a transverse exciton; a longitudinal one receives an additional shift, also proportional to $|F(0)|^2$.

The terms with $\mathbf G\ne0$ in Eq.~(\ref{eq:bloch}) also give a contact energy of order $a^{-3}$. Assume now that the bands and the functions $u_{n\mathbf k}$ vary with $\mathbf k$ only on the scale $1/d$, as the cosine bands of the first section do; if they vary faster, as a small gap allows, $d$ in the estimates below must be replaced by the corresponding larger length. The band terms of order $k^4$ then give an energy of the same order: their coefficient is of order $d^2/\mu$, and $d^2/(\mu a^4)=d^2/(\epsilon a^3)$. The overlap corrections are of relative order $(d/a)^2$ in an energy $1/(\epsilon a)$. All these corrections are smaller than the binding energy by a factor of order $a^{-2}$.

For the coupling block, the second row of Eq.~(\ref{eq:casida}) gives $Y=-(A^*+\Omega)^{-1}B^*X$. Inserted in the first row,
\begin{equation}
\Omega X=AX-B(A^*+\Omega)^{-1}B^*X .
\end{equation}
For the lowest state no eigenvalue of $A$ lies below $\Omega$ at leading order. The leading shift is then at most $\|B^*X\|^2/(2\Omega)$ in magnitude.

\subsection{Exchange without a long-range part}

If $\beta=-\alpha$, the interaction is $\alpha\,\mathrm{erfc}(\omega r)/r$. Its transform is finite at $q=0$, and there is no Coulomb tail to support the series (\ref{eq:rydberg}). It may not bind at all. Suppose an attraction $-U(r)$, $U\ge0$, binds an $s$ state. Reduced by some factor $\lambda\le1$, it has a lowest state just at zero energy, with radial function $u\geq 0$ and
\begin{equation}
u''=-2\mu\lambda Uu,\qquad u(0)=0,\qquad u'(\infty)=0 .
\end{equation}
This $u$ is concave, so $u\le u'(0)r$. Integration gives $u'(0)=2\mu\lambda\int Uu\,dr\le u'(0)\,2\mu\int_0^\infty rU\,dr$. Binding thus requires
\begin{equation}
2\mu\int_0^\infty rU(r)\,dr\ge1 .
\end{equation}
For $U=\alpha\,\mathrm{erfc}(\omega r)/r$ the left side is $2\mu\alpha/(\sqrt\pi\,\omega)$. With $\mu=0.2$, $\alpha=0.25$ and $\omega=0.2$ bohr$^{-1}$ it equals $0.282$, and this exchange term alone binds nothing. The full $w$ with $\epsilon=6$ does bind.

\subsection{A lattice solved self-consistently}

The example is the two-orbital cubic lattice of the first section, now with hopping $0.003$ Ha between unlike orbitals on neighbouring sites. The lattice constant is $d=6$ bohr, and the band-edge splitting $\varepsilon_c(0)-\varepsilon_v(0)$ before orbital mixing and Fock exchange is $0.05$ Ha. The hoppings within the bands have $t_c:t_v=3:2$, and three strengths are used, with bare reduced mass $1/[2(t_c+t_v)d^2]=0.5$, $0.3$ and $0.2$. The interaction has $\epsilon=6$, $\alpha=0.25$, $\omega=0.2$ bohr$^{-1}$, and so $\beta=1/6-0.25=-0.0833$. These are round model values and describe no particular material.

On one site $\mathrm{erf}(\omega r)/r$ takes its limit $2\omega/\sqrt\pi$. The Coulomb part takes the value $0.4729$ Ha, chosen so that the lattice sum of $1/r$ has no contact error relative to the integral. Hence
\begin{equation}
w(0)=0.25\times0.4729-0.0833\times\frac{2\times0.2}{\sqrt\pi}=0.0994\ \text{Ha}.
\end{equation}
The Fock operator is iterated to self-consistency on a $60^3$ mesh, and the same $w$ then enters the exciton matrix. The Hartree kernel vanishes because $v$ and $c$ at equal $\mathbf k$ are orthogonal on each site.

For the strongest hopping within the bands, the gap is $0.1547$ Ha, of which the Fock terms supply $0.0968$ Ha and the rest $0.0580$ Ha. The Fock part is close to $w(0)$, as Eq.~(\ref{eq:flatgap}) suggests; the difference is due to the mixing of the two orbitals. The band curvature gives $\mu=0.2138$, and
\begin{equation}
a=\frac{6}{0.2138}=28.1\ \text{bohr},\qquad
\frac{\mu}{2\epsilon^2}=\frac{0.2138}{72}=2.97\ \text{mHa}.
\end{equation}
The exciton matrix yields $3.09$ mHa, or $84$ meV, against $81$ meV from the Wannier formula. The lowest excitation lies at $0.1517$ Ha ($4.127$ eV), below a gap of $4.211$ eV.

The same interaction thus gives $97$ mHa to the gap and $3$ mHa to the binding. The gap samples $w$ mainly within one cell. The exciton samples it at distances of order $a$, where the attraction is far weaker. In the Wannier $1s$ state the mean attraction is $1/(\epsilon a)=5.9$ mHa and half of it is spent on kinetic energy; on the lattice both quantities are somewhat larger.

Weaker hopping makes $\mu$ larger and hence $a=\epsilon/\mu$ smaller. The table gives binding energies in mHa; the column ``full $w$'' is the continuum equation with $w$ in place of $1/(\epsilon r)$.

\begin{center}
\begin{tabular}{ccccc}
$a/d$ & lattice & Wannier & full $w$ & excess\\
\hline
1.78 & 11.10 & 7.79 & 8.92 & 43\,\%\\
3.07 & 5.02 & 4.53 & 4.79 & 11\,\%\\
4.68 & 3.09 & 2.97 & 3.05 & 4\,\%
\end{tabular}
\end{center}

The excess is that of the lattice value over the Wannier value. It falls as the exciton grows, as the corrections require. Multiplied by $(a/d)^2$ it is about $135$, $104$ and $90\,\%$. A single correction of relative order $a^{-2}$ with a fixed coefficient would give a constant, so other terms still contribute at these radii.

In the last row the finite range of the error function accounts for $3.05-2.97=0.08$ mHa. Equation~(\ref{eq:contact}) estimates $0.0833/(0.04\times28.06^3)=0.094$ mHa. The remaining $0.04$ mHa comes from what the lattice has and the continuum lacks: nonparabolic bands, discrete sites and orbital mixing. These do not all act in the same direction. The lattice without orbital mixing, with its hopping set to the same $\mu$, binds by $3.12$ mHa, so the mixing lowers the binding by about $0.03$ mHa and the rest raises it by about $0.07$ mHa.

The amplitude can be compared as well. The transform of $e^{-r/a}$ is proportional to $(1+a^2k^2)^{-2}$, and the normalized overlap of the computed $A_{\mathbf k}$ with this form is $0.999$. The bound on the leading effect of $B$ is $8\times10^{-9}$ Ha, far below the binding energy. In this example the resonant block alone is enough.

\subsection{Conditions of use}

The binding energy follows from $\mu$ and $\epsilon$ when $a\gg d$ and $\omega a\gg1$, provided the bands and Bloch functions vary with $\mathbf k$ only on the scale $1/d$. At $a/d=1.78$ the formula is already far off, and the full matrix must be diagonalized. Degenerate band edges need several coupled envelopes, and anisotropic masses need a mass tensor. The scalar fraction $1/\epsilon$ gives the same tail in every direction, so it cannot describe anisotropic screening. Because $w$ is static, the response contains no frequency dependence of the screening. The nuclei are also held fixed. In a polar crystal, an exciton bound by less than about an optical phonon energy is screened by the ions as well. This is common for large radii, and the measured binding is then smaller than $\mu/(2\epsilon^2)$ with the clamped-nuclei $\epsilon$.

A correct tail does not guarantee a correct gap. One may change $\alpha$ or $\omega$ at fixed $\epsilon$ to adjust $E_g$. The Rydberg formula then keeps its form, while $\mu$ and the contact terms move with the parameters. The ground state and the response must be computed with the same $w$; otherwise the cancellation between the Fock part of the gap and the attraction is lost.

\section*{Computed values}
\begin{verbatim}
dielectric constant eps = 6.0
alpha = 0.2500, beta = -0.0833, sum = 0.1667
range parameter omega = 0.20 1/bohr
chain: largest response-matrix error = 1.2e-10 Ha
chain: constant added to w = 0.100 Ha
chain: gap before, after = 0.231351, 0.331351 Ha
chain: lowest excitation before, after = 0.221829, 0.221829 Ha
radial solver, mu = 0.2: binding n=1: 2.7778 mHa
radial solver, mu = 0.2: binding n=2: 0.6944 mHa
radial solver, mu = 0.2: binding n=3: 0.3086 mHa
contact shift, mu = 0.02: numeric -75.32 nHa, formula -77.16 nHa
short-range exchange only: Bargmann integral = 0.2821
short-range exchange only: lowest box level = 1.71e-05 Ha
lattice: constant d = 6.0 bohr, k mesh 60^3
lattice: bare orbital splitting = 0.050 Ha, interorbital hopping = 0.003 Ha
lattice: bare on-site Coulomb = 0.47288 Ha, w(0) = 0.09941 Ha
lattice a/d = 1.783: mu = 0.56073, binding 11.1024 mHa
   Wannier 7.7879 mHa, continuum with full w 8.9244 mHa, excess over Wannier 42.56 %
lattice a/d = 3.068: mu = 0.32592, binding 5.0248 mHa
   Wannier 4.5267 mHa, continuum with full w 4.7880 mHa, excess over Wannier 11.00 %
lattice a/d = 4.676: mu = 0.21384, binding 3.0927 mHa
   Wannier 2.9700 mHa, continuum with full w 3.0496 mHa, excess over Wannier 4.13 %
main example: the last lattice above
exciton radius a = 28.058 bohr
gap = 0.154749 Ha = 4.2109 eV
Fock part of gap = 0.096780 Ha
rest of gap = 0.057970 Ha
binding = 3.0927 mHa = 84.16 meV
Wannier binding = 2.9700 mHa = 80.82 meV
lowest excitation = 0.151657 Ha = 4.1268 eV
overlap with hydrogenic 1s amplitude = 0.99925
bound on effect of coupling block B = 7.63e-09 Ha
\end{verbatim}
